# Variance and Spectral Corner of a Two-Level Contact Current

## Problem

The forward current of a small metal-semiconductor contact, held at fixed bias and temperature, jumps between a low level \(I_L=1000\) nA and a high level \(I_H=I_L+\Delta I\), with \(\Delta I=10\) nA. The mean dwell time is \(\tau_H=2\) ms in the high level and \(\tau_L=6\) ms in the low level.

The jumps are instantaneous and the switching is stationary and memoryless: the chance of leaving a level in the next short interval does not depend on how long the current has been there.

(a) Find the variance of the current in units of \(\Delta I^2\).

(b) Find the one-sided spectral density \(S(f)\), normalized so that its integral over \(0<f<\infty\) is the variance, and its half-power frequency \(f_c\).

(c) Decide how far a real measurement could depart from these results.

## First estimate by scaling

Treat the high level as a rare pulse on a steady low current. One cycle lasts \(\tau_H+\tau_L=8\) ms on average, so the current is high for a fraction \(2/8=1/4\) of the time. If the mean shift of the current is ignored, the mean square fluctuation is about

\[
\tfrac14\,\Delta I^2=0.25\,\Delta I^2=25\ \text{nA}^2 .
\]

The signal forgets its state when a pulse ends, after about \(\tau_H\). A memory time \(\tau_H\) corresponds to an angular frequency \(1/\tau_H\), hence

\[
f_c\sim\frac{1}{2\pi\tau_H}=\frac{1}{2\pi(0.002\ \text{s})}\approx 80\ \text{Hz}.
\]

Spreading the variance evenly over this band gives a low-frequency density of about \(25/80\approx0.31\) nA²/Hz.

## Exact solution

**Occupation and variance.** Write \(I(t)=I_L+x(t)\Delta I\), where \(x=1\) in the high level and \(x=0\) in the low level. Over many cycles the fraction of time spent high is

\[
p=\frac{\tau_H}{\tau_H+\tau_L}=\frac{2}{8}=0.25 .
\]

Because \(x\) is 0 or 1, \(x^2=x\), so \(\langle x^2\rangle=\langle x\rangle=p\). The variance is therefore

\[
\sigma^2=\Delta I^2\left(\langle x^2\rangle-\langle x\rangle^2\right)
=p(1-p)\,\Delta I^2
=\frac{\tau_H\tau_L}{(\tau_H+\tau_L)^2}\,\Delta I^2 .
\]

With the given times, \(\sigma^2=0.25\times0.75\,\Delta I^2=0.1875\,\Delta I^2=18.75\) nA². The rms fluctuation is 4.33 nA about a mean of 1002.5 nA. This part uses the mean dwell times but not the shape of their distribution.

**Relaxation.** Memoryless switching means a constant escape rate \(r\) from each level. The probability \(Q(t)\) of still being in a level a time \(t\) after entering it obeys \(dQ/dt=-rQ\), so \(Q=e^{-rt}\). The mean dwell time is \(\int_0^\infty Q\,dt=1/r\), which identifies the two rates as \(1/\tau_H\) and \(1/\tau_L\).

Let \(P(t)\) be the probability that the current is high at time \(t\). It loses probability by escape from the high level and gains it by escape from the low level:

\[
\frac{dP}{dt}=-\frac{P}{\tau_H}+\frac{1-P}{\tau_L}
=\frac1{\tau_L}-\left(\frac1{\tau_H}+\frac1{\tau_L}\right)P .
\]

Define the relaxation time by

\[
\frac1\tau=\frac1{\tau_H}+\frac1{\tau_L}=500+166.67=666.67\ \text{s}^{-1},
\qquad \tau=1.5\ \text{ms}.
\]

Since \(\tau=\tau_H\tau_L/(\tau_H+\tau_L)\), we have \(\tau/\tau_L=p\), and the equation becomes \(dP/dt=-(P-p)/\tau\). Its solution is \(P(t)=p+[P(0)-p]e^{-t/\tau}\). The rates add because an excess of \(P\) over \(p\) both raises the flow out of the high level, by \((P-p)/\tau_H\), and lowers the flow into it, by \((P-p)/\tau_L\).

**Autocovariance.** The product \(x(0)x(t)\) equals 1 if the current is high at both times and is 0 otherwise. The first condition has probability \(p\). Given that condition, \(P(0)=1\), so for \(t\ge0\)

\[
\langle x(0)x(t)\rangle=p\left[p+(1-p)e^{-t/\tau}\right].
\]

Subtracting \(\langle x\rangle^2=p^2\) and multiplying by \(\Delta I^2\) gives

\[
C(t)=p(1-p)\Delta I^2e^{-t/\tau}=\sigma^2e^{-t/\tau}.
\]

Stationarity makes \(C\) even in time, so \(t\) is replaced by \(|t|\) for negative times.

**Spectrum.** The two-sided density is the Fourier integral of \(C\) over all times. Evenness turns it into twice a cosine integral over positive times. Folding negative frequencies onto positive ones supplies another factor of two:

\[
S(f)=4\sigma^2\int_0^\infty e^{-t/\tau}\cos(2\pi ft)\,dt .
\]

Set \(\omega=2\pi f\) and write the cosine as the real part of \(e^{i\omega t}\):

\[
\int_0^\infty e^{-t/\tau}\cos\omega t\,dt
=\operatorname{Re}\frac{1}{1/\tau-i\omega}
=\operatorname{Re}\frac{\tau(1+i\omega\tau)}{1+\omega^2\tau^2}
=\frac{\tau}{1+\omega^2\tau^2}.
\]

The spectrum is thus a Lorentzian,

\[
S(f)=\frac{4\sigma^2\tau}{1+(f/f_c)^2},\qquad
f_c=\frac1{2\pi\tau}=\frac{666.67\ \text{s}^{-1}}{2\pi}=106.1\ \text{Hz}.
\]

At \(f=f_c\) the denominator is 2, which makes this the half-power frequency. The plateau is \(S(0)=4(18.75)(0.0015)=0.1125\) nA²/Hz, and the density at the corner is 0.05625 nA²/Hz.

The normalization can be checked with \(\int_0^\infty df/[1+(f/f_c)^2]=\pi f_c/2\):

\[
\int_0^\infty S\,df=4\sigma^2\tau\,\frac{\pi}{2}\,\frac{1}{2\pi\tau}=\sigma^2 .
\]

The corner can also be read from a plot of \(fS(f)\). The derivative of \(f/[1+(f/f_c)^2]\) is \([1-(f/f_c)^2]/[1+(f/f_c)^2]^2\), which changes from positive to negative at \(f_c\), so the plot peaks there.

A simulated record of 419.4 s, built from random exponential dwell times, gave a variance of \(0.1880\,\Delta I^2\). Its spectral density, divided by the formula, was 0.993 in the band 10–30 Hz, 1.010 in 90–125 Hz and 1.009 in 300–400 Hz.

## Comparison of estimate and solution

The scaling estimate gave \(0.25\,\Delta I^2\) and 80 Hz; the solution gives \(0.1875\,\Delta I^2\) and 106.1 Hz. Both differences come from the same factor. The exact variance is the estimate \(p\Delta I^2\) times \(1-p=3/4\), because fluctuations are measured from the mean and not from the low level. The exact relaxation time is \(\tau=(1-p)\tau_H\), because an excess probability of the high level also reduces the flow back from the low level, which the estimate left out. The corner is therefore higher than the estimate by \(1/(1-p)=4/3\).

The plateau estimate is too high by \((\pi/2)/(1-p)^2\approx2.8\). Two factors of \(1/(1-p)\) come from the variance and the corner; the factor \(\pi/2\) arises because the Lorentzian's area is \((\pi/2)S(0)f_c\), not \(S(0)f_c\): the band below \(f_c\) holds \((\pi/4)S(0)f_c\), and the tail above it holds as much again.

For \(\tau_L\gg\tau_H\), \(p\to0\) and the estimates of variance and corner become accurate. For equal dwell times \(\tau_0\), the variance has its largest value, \(\Delta I^2/4\), and \(f_c=1/(\pi\tau_0)\), twice the rare-pulse estimate.

Far above the corner,

\[
S(f)\to\frac{4\sigma^2}{\tau(2\pi f)^2}
=\frac{4\,\Delta I^2}{(\tau_H+\tau_L)(2\pi f)^2},
\]

where \(p(1-p)/\tau=1/(\tau_H+\tau_L)\) was used. For a given step, the tail measures how often the current jumps, not how the cycle is divided between the levels. The cycle rate itself is \(1/(8\ \text{ms})=125\) s⁻¹. It lies near \(f_c\) here, but \(f_c(\tau_H+\tau_L)=1/[2\pi p(1-p)]\) depends on \(p\), so the two are different quantities. For memoryless switching there is no spectral peak at 125 Hz, since the Lorentzian falls steadily.

## When the switching has memory

Suppose successive dwell times are independent, with finite mean and variance, but not exponential. Let \(h\) and \(l\) be the high and low times in one cycle. The integral of \(x-p\) over that cycle is \(Y=(1-p)h-pl\), whose mean is zero. Over a long time \(T\) there are about \(T/(\tau_H+\tau_L)\) cycles, so the variance of the integrated current is that number times \(\Delta I^2\operatorname{var}Y\). For long \(T\) this variance also equals \(T\int_{-\infty}^{\infty}C\,dt=TS(0)/2\). Hence

\[
S(0)=\frac{2\Delta I^2}{\tau_H+\tau_L}
\left[(1-p)^2\operatorname{var}h+p^2\operatorname{var}l\right].
\]

Exponential times have \(\operatorname{var}h=\tau_H^2\) and \(\operatorname{var}l=\tau_L^2\), which restores \(4\sigma^2\tau\). Gamma-distributed times with shape parameter 4 have the same means but one quarter of these variances, so the plateau drops to one quarter. A simulation with such times gave a variance of \(0.1872\,\Delta I^2\), unchanged within its scatter, while the density in the band 10–30 Hz was 0.277 of the Lorentzian. With such regular switching the spectrum is no longer monotonic: it rises from the plateau to a maximum near 120 Hz, close to the cycle rate. The variance result survives as long as the mean dwell times are finite; the Lorentzian does not. If the dwell-time variances are infinite, as for slowly decaying power-law tails, there is no plateau at all.

## A real contact and its measurement

The example lies in the regime of a small silicide contact on n-type silicon at 300 K. Rough parameters are an area of 1 µm², a barrier of 0.65 eV, a Richardson constant of 110 A/(cm² K²) and a series resistance of \(R=2000\) Ω. With 0.65 eV taken as the effective barrier and an ideality factor of 1, thermionic emission gives a saturation current of \(1.19\times10^{-3}\) nA and a forward bias of 0.355 V at the low level. An ideality factor of 1.05 would raise the bias to 0.372 V but change the \(\delta\) found below by only 0.001 meV. Well above saturation, \(I\propto\exp[(\delta+qV-qRI)/kT]\), where \(\delta\) is a uniform lowering of the barrier. Taking the ratio of the two levels at fixed \(V\) gives

\[
\delta=kT\ln\frac{I_H}{I_L}+qR\,\Delta I=0.277\ \text{meV},
\]

of which 0.020 meV comes from the series resistance. This is an equivalent value, since one defect acts locally. A 1% step equals the whole current through a patch of about 100 nm by 100 nm if conduction is uniform. That is large for one defect, unless it strongly changes the current through a small, favourably conducting region.

Real contacts also carry other noise. Full shot noise contributes \(3.21\times10^{-7}\) nA²/Hz. An assumed \(1/f\) background with \(Sf/I^2=10^{-8}\) contributes \(1.01\times10^{-2}\) nA²/Hz at 1 Hz. Their sum is 0.17% of the Lorentzian at the corner, and equals it at 0.089 Hz and 49.1 kHz. Between these frequencies the two-level noise dominates; a stronger background would narrow the window. Integrated from 0.1 Hz to 10 kHz, the \(1/f\) term adds about \(1.01\times10^{-2}\ln10^5\approx0.12\) nA², or 0.6%, to the measured variance.

A first-order amplifier of bandwidth \(B\) multiplies \(S\) by \(1/[1+(f/B)^2]\). Using

\[
\int_0^\infty\frac{df}{(f^2+f_c^2)(f^2+B^2)}=\frac{\pi}{2f_cB(f_c+B)},
\]

the fraction of variance kept is \(B/(B+f_c)\). For \(B=10\) kHz the loss is 1.05%.

A finite record matters slightly more. The high fraction measured over a time \(T\gg\tau\) has variance \(S(0)/(2T\Delta I^2)=2p(1-p)\tau/T\), which for \(T=10\) s is a standard deviation of 0.0075. Since \(d[p(1-p)]/dp=1-2p=0.5\), the relative scatter of the measured variance is \(0.5\times0.0075/0.1875=2.0\%\). Simulated 10 s records gave 1.9%.

Temperature can move the corner appreciably. If both escape rates are thermally activated with an assumed energy of 0.40 eV, warming from 300 K to 310 K multiplies them by 1.647 and shifts the corner from 106.1 to 174.8 Hz. The variance in units of \(\Delta I^2\) stays the same because the ratio of the dwell times does. The step itself does not stay fixed at fixed bias: in the diode model above, with the same \(\delta\), barrier and series resistance, the low level rises to about 1490 nA and the step to about 14 nA, so the variance in nA² nearly doubles; a barrier falling by 0.25 meV/K would give about 1620 nA and 15 nA instead. Equal activation energies place the dwell-time ratio of 3 entirely in the prefactors. Unequal energies change that ratio, and \(p(1-p)\) with it: with a common prefactor the energies differ by \(kT\ln3=28\) meV, and at 310 K the ratio becomes 2.90 and the variance \(0.191\,\Delta I^2\). A quoted corner frequency therefore needs its temperature, and also its bias wherever the escape rates depend on bias.

## Calculated quantities

```
Mean dwell, high level: 2.0 ms
Mean dwell, low level: 6.0 ms
Low level: 1000 nA; step: 10 nA
Fraction of time high: 0.2500
Mean current: 1002.50 nA
Variance / step^2: 0.1875
Variance: 18.75 nA^2
Rms fluctuation: 4.33 nA
Sum of rates: 666.67 1/s
Correlation time: 1.500 ms
Corner, formula: 106.10 Hz
Corner, numerical half power: 106.10 Hz
Peak of f*S(f), numerical: 106.10 Hz
Full cycles per second: 125.0 1/s
Plateau S(0): 0.1125 nA^2/Hz
S at corner: 0.05625 nA^2/Hz
Integral of S: 18.7500 nA^2
Simulated record length: 419.4 s
Simulated variance / step^2: 0.1880
Simulated S / formula, 10-30 Hz: 0.993
Simulated S / formula, 90-125 Hz: 1.010
Simulated S / formula, 300-400 Hz: 1.009
Gamma dwell shape parameter: 4
Gamma dwells, variance / step^2: 0.1872
Gamma dwells, S / Lorentzian, 10-30 Hz: 0.277
Temperature: 300 K; barrier: 0.65 eV
Richardson constant: 110 A/(cm^2 K^2)
Area: 1.0 um^2; series: 2000 ohm
Saturation current: 1.19e-03 nA
Forward bias: 0.355 V
Equivalent barrier lowering: 0.277 meV
  part from series resistance: 0.020 meV
Step from solved diode equation: 10.000 nA
Shot noise: 3.21e-07 nA^2/Hz
Assumed 1/f constant S*f/I^2: 1e-08
1/f noise at 1 Hz: 1.01e-02 nA^2/Hz
Background / S at corner: 0.17 %
Lower crossing with background: 0.089 Hz
Upper crossing with background: 49.1 kHz
Amplifier bandwidth: 10 kHz
Variance lost in amplifier: 1.05 %
Short record length: 10 s
Scatter of variance, formula: 2.00 %
Scatter of variance, simulated: 1.90 %
Assumed activation energy: 0.40 eV
Corner at 310 K: 174.8 Hz
Corner ratio, 310 K to 300 K: 1.647
```
